# Oscillator length of an electron in a parabolic quantum dot: a program that tests the result

```python
# Result under test: an electron of mass 0.06 m_e in a parabolic dot with level
# spacing hbar*omega = 50 meV has oscillator length
#     l = sqrt(hbar/(m*omega)), about 5.0 nm.
# Symbols: m effective mass, omega angular frequency, V = m omega^2 r^2 / 2.
# Grid calculations use meV and nm and never use the formula for l.
# Material inputs are rough typical values for InAs dots in GaAs.
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipkm1

MEV = 1e-3 * const.e
NM = 1e-9
mass_ratio = 0.06
spacing = 50.0                                      # meV

mass = mass_ratio * const.m_e
omega = spacing * MEV / const.hbar
length = np.sqrt(const.hbar / (mass * omega)) / NM  # nm
kinetic = const.hbar**2 / (2 * mass) / MEV / NM**2  # meV nm^2
stiffness = 0.5 * mass * omega**2 * NM**2 / MEV     # meV / nm^2

# ---------- grid solvers ----------
step = 0.05
x = (np.arange(-600, 600) + 0.5) * step             # nm


def solve_line(kin, potential, count):
    diagonal = 2 * kin / step**2 + potential
    off = np.full(len(x) - 1, -kin / step**2)
    return eigh_tridiagonal(diagonal, off, select='i',
                            select_range=(0, count - 1))


def solve_plane(kin, radius, potential, angular=0):
    """Lowest state of -kin*Laplacian + potential in two dimensions.
    Returns the energy and the probability on each ring."""
    h = radius[1] - radius[0]
    diagonal = 2 * kin / h**2 + kin * angular**2 / radius**2 + potential
    off = -kin * (radius[:-1] + h / 2) / h**2
    off = off / np.sqrt(radius[:-1] * radius[1:])
    energy, vector = eigh_tridiagonal(diagonal, off, select='i',
                                      select_range=(0, 0))
    weight = vector[:, 0]**2
    return energy[0], weight / weight.sum()


# ---------- the length from the Schroedinger equation ----------
levels, states = solve_line(kinetic, stiffness * x**2, 14)
density = states**2
mean_x2 = (density * x[:, None]**2).sum(axis=0)
rms_x = np.sqrt(mean_x2[0])
assert abs(levels[0] - spacing / 2) < 0.01
assert np.allclose(np.diff(levels[:5]), spacing, atol=0.03)
assert abs(np.sqrt(2) * rms_x - length) < 2e-3

right = x > 0
profile = density[right, 0] / density[:, 0].max()
one_over_e = np.interp(-np.exp(-1), -profile, x[right])
turning = brentq(lambda s: stiffness * s**2 - levels[0], 0.1, 30)
assert abs(one_over_e - length) < 5e-3
assert abs(turning - length) < 5e-3


# Energy balance: minimise the grid energy of a Gaussian of width a.
def trial_energy(a):
    psi = np.exp(-x**2 / (2 * a**2))
    slope = np.diff(psi) / step
    numerator = kinetic * (slope**2).sum() + stiffness * (x**2 * psi**2).sum()
    return numerator / (psi**2).sum()


best = minimize_scalar(trial_energy, bounds=(2, 10), method='bounded',
                       options={'xatol': 1e-7})
assert abs(best.x - length) < 5e-3
assert abs(best.fun - spacing / 2) < 0.01
for a in (3.0, 8.0):
    assert abs(trial_energy(a) - kinetic / (2 * a**2)
               - stiffness * a**2 / 2) < 0.02

# Scaling with mass and spacing, from fresh grid solutions.
scan = {}
for m_factor, e_factor in ((1, 0.8), (1, 1.2), (1.5, 1)):
    pot = stiffness * m_factor * e_factor**2 * x**2
    _, vec = solve_line(kinetic / m_factor, pot, 1)
    scan[m_factor, e_factor] = np.sqrt(2 * (vec[:, 0]**2 * x**2).sum())
    expected = length / np.sqrt(m_factor * e_factor)
    assert abs(scan[m_factor, e_factor] - expected) < 3e-3

# ---------- circular dot in the plane ----------
r = (np.arange(2400) + 0.5) * 0.025                 # nm
parabola = stiffness * r**2
e_s, ring_s = solve_plane(kinetic, r, parabola)
e_p, ring_p = solve_plane(kinetic, r, parabola, 1)
rms_r = np.sqrt((ring_s * r**2).sum())
assert abs(e_s - spacing) < 0.02 and abs(e_p - 2 * spacing) < 0.05
assert abs(rms_r - length) < 3e-3

# ---------- neglected: finite lateral depth ----------
depth = 200.0                                       # meV
rim = np.sqrt(depth / stiffness)
cut = np.minimum(parabola, depth)
cut_s, cut_ring = solve_plane(kinetic, r, cut)
cut_p, _ = solve_plane(kinetic, r, cut, 1)
cut_rms = np.sqrt((cut_ring * r**2).sum())
assert cut_s < e_s and cut_p < e_p < depth
outside = ring_s[r > rim].sum()
assert abs(outside / np.exp(-(rim / length)**2) - 1) < 0.05

# ---------- neglected: non-parabolic band, in momentum space ----------
gap = 1000.0                                        # meV
k = (np.arange(2000) + 0.5) * 0.001                 # 1/nm
parabolic_band = kinetic * k**2
bent_band = gap / 2 * (np.sqrt(1 + 4 * parabolic_band / gap) - 1)
k_s, k_ring = solve_plane(stiffness, k, parabolic_band)
assert abs(k_s - spacing) < 0.02
bent_s, bent_ring = solve_plane(stiffness, k, bent_band)
bent_p, _ = solve_plane(stiffness, k, bent_band, 1)
bent_rms = np.sqrt((bent_s - (bent_ring * bent_band).sum()) / stiffness)
first_order = -spacing**2 / (2 * gap)
assert abs((k_ring * parabolic_band**2).sum() / gap + first_order) < 0.01
assert abs(bent_s - k_s - first_order) < 0.3

# ---------- neglected: strain that varies across the dot ----------
deformation = -5000.0                               # meV
strain_rise = 0.005
strain_radius = 10.0                                # nm
edge_shift = deformation * strain_rise
strained = parabola + edge_shift * (r / strain_radius)**2
strain_s, strain_ring = solve_plane(kinetic, r, strained)
strain_rms = np.sqrt((strain_ring * r**2).sum())
bare_edge = stiffness * strain_radius**2
strain_factor = (1 + edge_shift / bare_edge)**-0.25
assert abs(strain_rms - length * strain_factor) < 5e-3

# ---------- neglected: temperature ----------
temperature = 300.0                                 # K
thermal = const.k * temperature / MEV
boltzmann = np.exp(-(levels - levels[0]) / thermal)
boltzmann /= boltzmann.sum()
thermal_factor = np.sqrt((boltzmann * mean_x2).sum() / mean_x2[0])
coth = 1 / np.tanh(spacing / (2 * thermal))
assert abs(thermal_factor - np.sqrt(coth)) < 1e-3
excited = 1 - boltzmann[0]**2
assert abs(excited - 1 + (1 - np.exp(-spacing / thermal))**2) < 1e-3

# ---------- neglected: a second electron ----------
permittivity = 13.0
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity)
coulomb = coulomb / MEV / NM                        # meV nm
repulsion = coulomb * np.sqrt(np.pi / 2) / length


# Direct double integral over two ring densities, radii s and t*s with t < 1.
def ring_pair(s, t):
    average = 2 / np.pi * ellipkm1(((1 - t) / (1 + t))**2) / (1 + t)
    return 8 * t * s**2 * np.exp(-s**2 * (1 + t**2)) * average


direct, _ = dblquad(ring_pair, 0, 1, 0, 8, epsabs=1e-7, epsrel=1e-7)
assert abs(direct * coulomb / length - repulsion) < 0.01

# Relative motion has reduced mass m/2; the centre of mass stays harmonic.
free_rel, _ = solve_plane(2 * kinetic, r, parabola / 2)
weak_rel, _ = solve_plane(2 * kinetic, r, parabola / 2 + 0.01 * coulomb / r)
assert abs((weak_rel - free_rel) / (0.01 * repulsion) - 1) < 0.015
pair_rel, pair_ring = solve_plane(2 * kinetic, r, parabola / 2 + coulomb / r)
pair_shift = pair_rel - free_rel
assert 0 < pair_shift < repulsion
pair_rms = np.sqrt(length**2 / 2 + (pair_ring * r**2).sum() / 4)

# ---------- neglected: vertical motion ----------
height, wall = 3.0, 500.0                           # nm, meV
well = np.where(np.abs(x) < height / 2, 0.0, wall)
vertical, _ = solve_line(kinetic, well, 3)
bound = int((vertical < wall).sum())
z0 = np.sqrt(wall / kinetic) * height / 2
z = brentq(lambda q: q * np.sin(q) - np.cos(q) * np.sqrt(z0**2 - q**2),
           1e-3, min(z0, np.pi / 2) - 1e-9)
assert abs(vertical[0] - kinetic * (2 * z / height)**2) < 1.0
assert bound == 1 + int(z0 // (np.pi / 2))


def change(value, reference=rms_r):
    return 100 * (value / reference - 1)


print(f"effective mass: {mass_ratio:.2f} m_e = {mass:.4e} kg")
print(f"level spacing: {spacing:.1f} meV = {spacing * MEV:.4e} J")
print(f"hbar: {const.hbar:.5e} J s")
print(f"angular frequency: {omega:.4e} rad/s")
print(f"hbar^2/m_e: {2 * kinetic * mass_ratio:.3f} meV nm^2")
print(f"length squared: {length**2:.2f} nm^2")
print(f"OSCILLATOR LENGTH: {length:.3f} nm = {length * NM:.3e} m")
print(f"grid: sqrt(2<x^2>): {np.sqrt(2) * rms_x:.3f} nm")
print(f"grid: 1/e point of density: {one_over_e:.3f} nm")
print(f"grid: classical turning point: {turning:.3f} nm")
print(f"grid: best Gaussian width: {best.x:.3f} nm")
print(f"grid: rms displacement on one axis: {rms_x:.3f} nm")
print(f"grid: lowest level, one axis: {levels[0]:.2f} meV")
print(f"grid: s and p levels in plane: {e_s:.2f}, {e_p:.2f} meV")
print(f"grid: rms radius in plane: {rms_r:.3f} nm")
print(f"length at 40 meV spacing: {scan[1, 0.8]:.2f} nm")
print(f"length at 60 meV spacing: {scan[1, 1.2]:.2f} nm")
print(f"length at mass 0.09 m_e, 50 meV: {scan[1.5, 1]:.2f} nm")
print(f"rim: lateral depth {depth:.0f} meV, radius {rim:.2f} nm")
print(f"rim: ideal s-state weight outside: {100 * outside:.3f} %")
print(f"rim: s-p spacing: {cut_p - cut_s:.2f} meV")
print(f"rim: change of rms radius: {change(cut_rms):+.2f} %")
print(f"band: gap parameter: {gap / 1000:.1f} eV")
print(f"band: s-level shift: {bent_s - k_s:+.2f} meV")
print(f"band: first-order s-level shift: {first_order:+.2f} meV")
print(f"band: s-p spacing: {bent_p - bent_s:.2f} meV")
print(f"band: change of rms radius: {change(bent_rms):+.2f} %")
print(f"strain: deformation potential: {deformation / 1000:.1f} eV")
print(f"strain: volume-strain rise: {strain_rise:.3f} (no unit)")
print(f"strain: reached at radius: {strain_radius:.1f} nm")
print(f"strain: band-edge shift there: {edge_shift:+.1f} meV")
print(f"strain: bare parabola there: {bare_edge:.1f} meV")
print(f"strain: new level spacing: {strain_s:.2f} meV")
print(f"strain: change of rms radius: {change(strain_rms):+.2f} %")
print(f"heat: temperature {temperature:.0f} K, kT = {thermal:.2f} meV")
print(f"heat: probability of excited states: {100 * excited:.1f} %")
print(f"heat: change of rms radius: {100 * (thermal_factor - 1):+.1f} %")
print(f"pair: relative permittivity: {permittivity:.1f} (no unit)")
print(f"pair: first-order repulsion: {repulsion:.2f} meV")
print(f"pair: solved interaction shift: {pair_shift:.2f} meV")
print(f"pair: change of rms radius: {change(pair_rms):+.2f} %")
print(f"vertical: height {height:.1f} nm, depth {wall:.0f} meV")
print(f"vertical: lowest level: {vertical[0]:.0f} meV")
print(f"vertical: number of bound levels: {bound}")
print(f"vertical: lowest level to well top: {wall - vertical[0]:.0f} meV")
print("done: every assertion held")
```

It prints:

```
effective mass: 0.06 m_e = 5.4656e-32 kg
level spacing: 50.0 meV = 8.0109e-21 J
hbar: 1.05457e-34 J s
angular frequency: 7.5963e+13 rad/s
hbar^2/m_e: 76.200 meV nm^2
length squared: 25.40 nm^2
OSCILLATOR LENGTH: 5.040 nm = 5.040e-09 m
grid: sqrt(2<x^2>): 5.040 nm
grid: 1/e point of density: 5.040 nm
grid: classical turning point: 5.040 nm
grid: best Gaussian width: 5.040 nm
grid: rms displacement on one axis: 3.564 nm
grid: lowest level, one axis: 25.00 meV
grid: s and p levels in plane: 50.00, 100.00 meV
grid: rms radius in plane: 5.040 nm
length at 40 meV spacing: 5.63 nm
length at 60 meV spacing: 4.60 nm
length at mass 0.09 m_e, 50 meV: 4.11 nm
rim: lateral depth 200 meV, radius 14.25 nm
rim: ideal s-state weight outside: 0.034 %
rim: s-p spacing: 49.90 meV
rim: change of rms radius: +0.10 %
band: gap parameter: 1.0 eV
band: s-level shift: -1.15 meV
band: first-order s-level shift: -1.25 meV
band: s-p spacing: 47.77 meV
band: change of rms radius: -2.24 %
strain: deformation potential: -5.0 eV
strain: volume-strain rise: 0.005 (no unit)
strain: reached at radius: 10.0 nm
strain: band-edge shift there: -25.0 meV
strain: bare parabola there: 98.4 meV
strain: new level spacing: 43.19 meV
strain: change of rms radius: +7.60 %
heat: temperature 300 K, kT = 25.85 meV
heat: probability of excited states: 26.8 %
heat: change of rms radius: +15.7 %
pair: relative permittivity: 13.0 (no unit)
pair: first-order repulsion: 27.55 meV
pair: solved interaction shift: 24.65 meV
pair: change of rms radius: +6.57 %
vertical: height 3.0 nm, depth 500 meV
vertical: lowest level: 211 meV
vertical: number of bound levels: 1
vertical: lowest level to well top: 289 meV
done: every assertion held
```
